Avalanche gain and breakdown with equal, uniform ionization coefficients

**1. What dimensions and symmetry fix**

A layer between x = 0 and x = L carries a strong uniform electric field. Electrons drift towards +x and holes towards −x. A fast carrier can lift a valence electron across the gap, which leaves one new electron and one new hole. Let α be the mean number of pairs that one carrier makes per unit of path. It is taken to be the same for electrons and holes, constant in the layer and independent of the carrier's past.

The gain M is the steady total flux divided by the flux supplied from outside. It is a pure number. If recombination is neglected and the currents are too weak to alter the field, M can depend, for a given place of injection, on α and L alone. That the place of injection does not matter is not fixed by dimensions; it follows from the symmetry below. Since α is an inverse length, their one dimensionless combination is

u = αL, so M = M(u).

Symmetry gives more. A pair born at x sends its electron over the distance L − x and its hole over the distance x. The two paths add up to L wherever the pair was born. On average the pair therefore makes

α(L − x) + αx = αL = u

new pairs. An electron injected at x = 0 also has a path L and makes u pairs on average. Every member of the family thus has the same mean number of direct descendants. If the family is finite on average, its mean size M counts the first member plus u families of the same mean size:

M = 1 + uM, hence M = 1/(1 − u).

This fixes the form of the answer. The flux equations below give the same result, show where the carriers are, and settle what happens when u reaches one.

**2. The simple case: electrons ionize, holes do not**

Let F_n(x) be the electron flux towards +x, in carriers per area and time. In a slice dx the electrons make αF_n dx new pairs, so

dF_n/dx = αF_n, F_n(L) = F_n(0) exp(αL).

The gain is exp(u), which is finite for every finite u. At u = 1.2 it is 3.32. Multiplication by one kind of carrier is a single sweep through the layer and has no threshold.

For small u,

exp(u) = 1 + u + u²/2 + …

The term u counts pairs made by the injected electron. The term u²/2 counts pairs made by their electrons: αdx pairs are born in dx, and each electron then makes α(L − x) more, so

∫₀ᴸ α·α(L − x) dx = α²L²/2.

**3. Both carriers ionize**

Let F_p(x) be the magnitude of the hole flux towards −x. Electrons moving to the right and holes moving to the left carry electric current in the same direction, so the current density has magnitude q(F_n + F_p), with q the elementary charge.

Let outside action, such as weak light, also create g pairs per volume and time, uniformly. In steady state the electrons leaving a slice on its right exceed those entering on its left by the number created inside:

F_n(x + dx) − F_n(x) = [α(F_n + F_p) + g] dx.

Holes enter on the right and leave on the left:

F_p(x) − F_p(x + dx) = [α(F_n + F_p) + g] dx.

Dividing by dx gives

dF_n/dx = α(F_n + F_p) + g,
dF_p/dx = −α(F_n + F_p) − g.

The minus sign records that the hole flux grows towards the left. The sum of the two equations is

d(F_n + F_p)/dx = 0.

The total F = F_n + F_p is therefore the same at every x, as a steady current must be. The electron equation now has a constant right-hand side:

dF_n/dx = αF + g, so F_n(x) = F_n(0) + (αF + g)x.

With equal coefficients the electron flux rises along a straight line, where it was an exponential in section 2. The hole flux is F − F_n(x) and falls along a straight line.

F is still unknown. The fluxes supplied from outside are F_n(0) on the left and F_p(L) on the right. At x = L,

F = F_n(L) + F_p(L) = F_n(0) + αLF + gL + F_p(L).

Collecting the terms in F gives

F(1 − αL) = F_n(0) + F_p(L) + gL.

The right-hand side is the primary flux. For αL < 1, division by the positive number 1 − αL gives

M = F/[F_n(0) + F_p(L) + gL] = 1/(1 − αL).

The gain is the same for electron injection, hole injection, uniform generation or any mixture, as the equal total path of section 1 requires.

*Limits.* For α = 0 the gain is one. For small u,

1/(1 − u) = 1 + u + u² + …

The second-order term is twice that of section 2. The extra half comes from the holes of the first pairs, which travel a distance x and add ∫₀ᴸ α·αx dx = u²/2. As u approaches one from below, M grows without bound. This is the avalanche breakdown condition of the model:

αL = 1.

**4. What the divergence means**

At αL = 1 the balance reads 0·F = primary flux, which no finite F can satisfy if the primary flux is positive. For αL > 1 it would require a negative F, while F is a sum of two magnitudes. At u = 1.2 the algebra returns F/F_n(0) = −5. This is not a gain; it shows that no steady state exists.

The family picture gives the reason. One injected electron is followed on average by u pairs, then u², then u³. For u < 1 the sum is

1 + u + u² + … = 1/(1 − u).

For u > 1 each generation is on average larger than the one before. Holes make this possible, because they carry the multiplication back to the left, where new electrons can start again.

A test followed random carrier paths from 200,000 injected electrons. At u = 0.6 the first four ratios of successive generations were 0.603, 0.600, 0.597 and 0.601, and the total gain was 2.499 against 1/(1 − 0.6) = 2.5. At u = 1.2 the ratios lay between 1.197 and 1.203.

These are statements about averages. If ionizations are independent events along the path, an electron crosses the whole layer without making a pair with probability exp(−u). A single avalanche can therefore die out even above threshold.

**5. Restoring time**

To see growth directly, let n and p be the carrier densities and give both carriers the same speed v. The fluxes are vn and vp, and the balances with time included are

∂n/∂t + v ∂n/∂x = αv(n + p),
∂p/∂t − v ∂p/∂x = αv(n + p).

The primary supply is switched off, so n = 0 at x = 0 and p = 0 at x = L. Try n = N(y)exp(st) and p = P(y)exp(st), with y = x/L and w = sL/v. Multiplying each equation by L/v gives

N′ = (u − w)N + uP,
P′ = −uN − (u − w)P.

Differentiate the first equation and insert the second:

N″ = (u − w)N′ − u²N − (u − w)uP.

The first equation also says uP = N′ − (u − w)N. With this the terms in N′ cancel:

N″ = [(u − w)² − u²]N = −K²N, K² = w(2u − w).

The condition N(0) = 0 selects N = sin(Ky), up to a factor. The condition P(1) = 0 turns the first equation into N′(1) = (u − w)N(1), so

K cos K = (u − w) sin K.

K = 0 satisfies this for every u, but sin(Ky) is then zero everywhere and there are no carriers. Dividing by K removes this empty case and leaves the condition

(u − w) sin K/K = cos K,

where sin K/K is read as its limit, one, when K tends to zero.

For w < 0, K is imaginary and the sine and cosine become hyperbolic functions; the condition keeps its form.

*Limit near threshold.* Here w is small and K² ≈ 2w. With sin K/K ≈ 1 − K²/6 and cos K ≈ 1 − K²/2, the leading terms are

u − w − K²/6 ≈ 1 − K²/2,
u − 1 ≈ w − K²/3 ≈ w − 2w/3 = w/3.

Hence w ≈ 3(u − 1). The solution decays for u < 1 and grows for u > 1, and the change occurs at the value where the steady gain diverges. A separate numerical calculation of the fastest-growing or slowest-decaying solution, at u = 0.8, 0.9, 1.05 and 1.2, agreed with the full condition to within 10⁻⁶ in w.

Just below threshold the decay time is

τ = L/(v|w|) ≈ L/[3v(1 − u)] = ML/(3v).

High gain is slow because the current is built by many successive generations.

**6. From the coefficient to the voltage**

If the field varies with x but the two coefficients remain equal at each point, the derivation of section 3 needs one change. Integrating dF_n/dx = α(x)F + g replaces αL by ∫₀ᴸ α(x)dx, and breakdown occurs when this integral equals one. A constant α returns the earlier result.

For a uniform field E take the model law

α = A exp[−(E₀/E)²].

Setting αL = 1 gives AL = exp[(E₀/E_B)²], and therefore

E_B = E₀/√ln(AL), V_B = E_B L.

This requires AL > 1; otherwise αL stays below one at any field. Here V is the voltage across the layer, including the built-in part.

Near breakdown the sensitivity is set by

m = d ln u/d ln V = 2(E₀/E_B)² = 2 ln(AL).

To first order u ≈ 1 − m(1 − V/V_B), and so

M ≈ 1/[m(1 − V/V_B)].

**7. A diode one micrometre thick**

Take L = 1 µm, A = 2×10⁵ cm⁻¹ and E₀ = 0.57 MV/cm, round values for a GaAs-like p-i-n diode. Then AL = 20 and ln 20 = 2.996, so

E_B = 0.57/√2.996 = 0.329 MV/cm, V_B = 32.9 V.

With a rough built-in voltage of 1.3 V, the applied reverse bias at breakdown is 31.6 V. The coefficient there is 10⁴ cm⁻¹, one pair per micrometre of path.

The gain changes slowly at first and then steeply:

V = 25 V: αL = 0.11, M = 1.12
V = 30 V: αL = 0.54, M = 2.18
V = 32 V: αL = 0.84, M = 6.16
V = 32.5 V: αL = 0.92, M = 13.0

For M = 10 one needs αL = 0.9, which occurs at 32.37 V, or 0.564 V below breakdown. The linear law with m = 5.99 gives

M ≈ 1/[5.99 × 0.564/32.93] = 9.7,

which is 3% below the model's value of 10.

With the rough round value v = 10⁷ cm/s the transit time L/v is 10 ps; all times below scale as 1/v. At M = 10 the estimate ML/(3v) is 33.3 ps, and the full condition gives 32.6 ps. At a voltage 2% above breakdown, αL = 1.12 and the mean current grows by a factor e every 28 ps. This holds while the voltage across the layer stays fixed and the current is still too weak for the carriers' own charge to alter the field. A series resistor lowers that voltage as the current rises, and so can stop the growth.

**8. How far a real diode departs from this**

The parameters are meant for GaAs, where the two coefficients are roughly similar; a breakdown voltage of some tens of volts is the right size for such a layer. They are not a fit to a particular device. The corrections below use rough inputs and start from the bias that gives M = 10, with that bias held fixed.

- *Dead space.* A carrier must gain energy before it can ionize. With a threshold of 2 eV it first travels 62 nm, both after birth and after each ionization. With the long-path mean rate held fixed, the gain falls from 10 to 5.1 and V_B rises to 33.6 V. Thresholds of 1.7 and 2.3 eV give gains of 5.5 and 4.8, with V_B at 33.5 and 33.7 V.
- *Temperature.* If V_B rises by 0.02 V/K, warming by 25 K moves it by 0.5 V. This nearly doubles the distance to breakdown, and the gain falls to about 5.5. The last digit depends on how warming enters α(E): 5.5 if the shift is put into E₀, 5.7 if it is put into A.
- *Unequal coefficients.* With a hole-to-electron ratio of 0.7 and the same arithmetic mean, electron injection gives 10.8 and hole injection 7.8. The injection side now matters, though V_B moves by less than 0.1 V.
- *Background doping.* A density of 10¹⁵ cm⁻³ makes the field differ by 0.014 MV/cm across the layer. The gain rises to 10.1, because α(E) curves upwards here and the stronger half gains more than the weaker half loses.

Two other effects are small here. For a primary current density of 0.1 A/cm² injected as electrons, the moving charge, at fixed voltage and v = 10⁷ cm/s, changes the field by less than 2 V/cm at any point (the change scales as 1/v), against 3.2×10⁵ V/cm. For band-to-band tunnelling, a two-band estimate with a gap of 1.42 eV and a mass of 0.067 electron masses gives a factor exp(−54.4) ≈ 2×10⁻²⁴. Even 10²³ electrons per cm³ moving at 10⁸ cm/s, about 10¹² A/cm², would be reduced by it to the order of 10⁻¹² A/cm². Tunnelling through defects and stronger fields at the device edge are not included.

Dead space thus shifts the breakdown voltage by 2% but halves the gain at this bias. The cause is the pole: since dM/du = M², a small change δu alters the gain by the fraction Mδu, to first order. At M = 10 an error of 0.01 in αL already changes the gain by about 10%. The model is therefore much better at locating breakdown than at predicting a high gain at a given voltage. The remaining figures are in the numerical output.

Calculated quantities

```
Random paths, u=0.6: generation ratios [0.603 0.6   0.597 0.601]
Random paths, u=1.2: generation ratios [1.203 1.199 1.198 1.2   1.197]
Random paths, u=0.6: gain 2.499; formula 2.500
Algebraic flux ratio at u=1.2 (not a gain): -5.000
Electrons alone ionizing, u=1.2: gain 3.320
Layer thickness L: 1.0 um
Ionization prefactor A: 2.0e+05 1/cm
Ionization field scale E0: 0.57 MV/cm
Product A*L: 20.0
alpha needed at breakdown: 1.00e+04 1/cm
Breakdown field: 0.3293 MV/cm
Breakdown voltage across layer: 32.93 V
Built-in voltage (rough): 1.3 V
Applied reverse bias at breakdown: 31.6 V
Logarithmic slope m at breakdown: 5.991
V=20.0 V: alpha=59 1/cm, u=0.0059, M=1.006
V=25.0 V: alpha=1105 1/cm, u=0.1105, M=1.124
V=28.0 V: alpha=3171 1/cm, u=0.3171, M=1.464
V=30.0 V: alpha=5410 1/cm, u=0.5410, M=2.179
V=32.0 V: alpha=8377 1/cm, u=0.8377, M=6.161
V=32.5 V: alpha=9229 1/cm, u=0.9229, M=12.969
Voltage for M=10: 32.368 V; u=0.9000
Field for M=10: 0.3237 MV/cm
Distance below breakdown for M=10: 0.564 V
Near-breakdown estimate of M there: 9.74
Drift speed (rough): 1.0e+07 cm/s
Transit time: 10.0 ps
Response time at M=10, full condition: 32.6 ps
Response time at M=10, M*L/(3v): 33.3 ps
u at 2 percent overvoltage: 1.1234
Growth time at 2 percent overvoltage: 27.6 ps
Hole/electron coefficient ratio (rough): 0.7
Unequal: electron-injected gain 10.77
Unequal: hole-injected gain 7.84
Unequal: breakdown voltage 32.99 V
Ionization threshold energy (rough): 2.0 eV
Dead space at M=10 bias: 61.8 nm
Dead space: gain 5.12 instead of 10
Dead space: breakdown voltage 33.60 V
Background doping (rough): 1.0e+15 1/cm3
Field difference across layer: 0.0140 MV/cm
Tilted field: gain 10.14 instead of 10
Breakdown shift with temperature (rough): 0.02 V/K
Warming by 25 K: gain 5.51 instead of 10
Primary current density: 0.1 A/cm2
Space-charge field change at M=10: 1.56 V/cm
Gap 1.42 eV, electron mass 0.067 m_e (rough)
Tunnelling exponent: 54.4
Tunnelling factor: 2.3e-24
```
